# Two-configuration MCHF for beryllium and its share of the correlation energy: a program that tests the result

```python
"""Two-configuration MCHF for the beryllium ground state (1S).

Result under test: minimizing the energy of c1|1s2 2s2> + c2|1s2 2p2> over
c1, c2 and the radial functions of 1s, 2s, 2p gives about -14.6168 hartree,
a little under half of the correlation energy.

Symbols: I = one-electron integral; F0, F2, G0, G1 = Slater integrals;
H11, H22, H12 = configuration matrix; theta = mixing angle, with
c1 = cos(theta), c2 = sin(theta).  Orbital order everywhere: 1s, 2s, 2p.
Radial functions are vectors on a finite-element Gauss-Lobatto grid, scaled so
that the dot product of two vectors is the radial overlap integral.
Hartree atomic units are used throughout.
"""
import numpy as np
from scipy.linalg import null_space
from scipy.constants import physical_constants
from pyscf import gto, scf, mcscf, cc, lib

lib.num_threads(1)
Z = 4.0
E_EXACT = -14.66736      # given in the exercise
E_POSED = -14.61686      # claim to be examined
ROOT3 = np.sqrt(3.0)

# Energy classes: 0 core, 1 weight c1^2, 2 weight c2^2, 3 weight 2 c1 c2.
# One-electron terms: class, factor, orbital, angular momentum.
ONE = [(0, 2.0, 0, 0), (1, 2.0, 1, 0), (2, 2.0, 2, 1)]
# Two-electron terms: class, factor, multipole k, orbitals a b | c d.
TWO = [(0, 1.0, 0, (0, 0, 0, 0)),
       (1, 1.0, 0, (1, 1, 1, 1)),
       (1, 4.0, 0, (0, 0, 1, 1)),
       (1, -2.0, 0, (0, 1, 0, 1)),
       (2, 1.0, 0, (2, 2, 2, 2)),
       (2, 0.4, 2, (2, 2, 2, 2)),
       (2, 4.0, 0, (0, 0, 2, 2)),
       (2, -2.0 / 3.0, 1, (0, 2, 0, 2)),
       (3, 1.0 / ROOT3, 1, (1, 2, 1, 2))]


class RadialGrid:
    """Grid, one-electron matrices and multipole kernels."""

    def __init__(self, edges, n):
        leg = np.polynomial.Legendre.basis(n - 1)
        inner = np.sort(np.real(leg.deriv().roots()))
        x = np.concatenate(([-1.0], inner, [1.0]))
        p = leg(x)
        wt = 2.0 / (n * (n - 1) * p**2)
        d = p[:, None] / p[None, :] / (x[:, None] - x[None, :] + np.eye(n))
        np.fill_diagonal(d, 0.0)
        d[0, 0] = -n * (n - 1) / 4.0
        d[-1, -1] = n * (n - 1) / 4.0
        m = (len(edges) - 1) * (n - 1) + 1
        r, w, s = np.zeros(m), np.zeros(m), np.zeros((m, m))
        for e in range(len(edges) - 1):
            half = (edges[e + 1] - edges[e]) / 2.0
            sl = slice(e * (n - 1), e * (n - 1) + n)
            r[sl] = edges[e] + half * (x + 1.0)
            w[sl] += half * wt
            s[sl, sl] += d.T @ (wt[:, None] * d) / half
        self.r, self.w = r[1:-1], w[1:-1]
        r, w = self.r, self.w
        stiff = s[1:-1, 1:-1] / np.sqrt(np.outer(w, w))
        self.size = len(r)
        self.kin = [0.5 * stiff + np.diag(l * (l + 1) / (2 * r**2))
                    for l in (0, 1)]
        self.h = [t - np.diag(Z / r) for t in self.kin]
        # Kernel of r<^k / r>^(k+1), from the radial Poisson equation.
        self.kernel = []
        scale = r * np.sqrt(w)
        for k in (0, 1, 2):
            inv = np.linalg.inv(stiff + np.diag(k * (k + 1) / r**2))
            self.kernel.append((2 * k + 1) * inv / np.outer(scale, scale)
                               + np.outer(r**k, r**k)
                               / edges[-1]**(2 * k + 1))

    def slater(self, k, a, b, c, d):
        return (a * b) @ self.kernel[k] @ (c * d)

    def vector(self, values):
        v = np.sqrt(self.w) * values
        return v / np.linalg.norm(v)


def derivatives(grid, X, theta):
    """Class energies, gradient and Hessian in (orbitals, theta)."""
    n = grid.size
    c, s = np.cos(theta), np.sin(theta)
    s2, c2 = np.sin(2 * theta), np.cos(2 * theta)
    f = np.array([1.0, c * c, s * s, s2])
    f1 = np.array([0.0, -s2, s2, 2 * c2])
    f2 = np.array([0.0, -2 * c2, 2 * c2, -4 * s2])
    val = np.zeros(4)
    g = np.zeros((4, 3, n))
    H = np.zeros((3, n, 3, n))
    for cl, fac, a, l in ONE:
        hx = grid.h[l] @ X[a]
        val[cl] += fac * X[a] @ hx
        g[cl, a] += 2 * fac * hx
        H[a, :, a, :] += 2 * fac * f[cl] * grid.h[l]
    for cl, fac, k, (a, b, e, d) in TWO:
        K = grid.kernel[k]
        pot_ab, pot_ed = K @ (X[e] * X[d]), K @ (X[a] * X[b])
        val[cl] += fac * (X[a] * X[b]) @ pot_ab
        for p, q, pot in ((a, b, pot_ab), (e, d, pot_ed)):
            g[cl, p] += fac * X[q] * pot
            g[cl, q] += fac * X[p] * pot
            block = fac * f[cl] * np.diag(pot)
            H[p, :, q, :] += block
            H[q, :, p, :] += block
        for p, p_mate in ((a, b), (b, a)):
            for q, q_mate in ((e, d), (d, e)):
                block = fac * f[cl] * X[p_mate][:, None] * K * X[q_mate]
                H[p, :, q, :] += block
                H[q, :, p, :] += block.T
    grad = np.zeros(3 * n + 1)
    hess = np.zeros((3 * n + 1, 3 * n + 1))
    grad[:-1] = np.tensordot(f, g, 1).ravel()
    grad[-1] = f1 @ val
    hess[:-1, :-1] = H.reshape(3 * n, 3 * n)
    hess[:-1, -1] = hess[-1, :-1] = np.tensordot(f1, g, 1).ravel()
    hess[-1, -1] = f2 @ val
    return val, f @ val, grad, hess


def newton(grid, X, theta, free):
    """Constrained Newton search over the free orbitals and theta."""
    n = grid.size
    pairs = [(i, i) for i in free] + ([(0, 1)] if 0 in free else [])
    keep = np.array([i * n + j for i in free for j in range(n)] + [3 * n])
    eye = np.eye(n)
    for _ in range(60):
        _, _, grad, hess = derivatives(grid, X, theta)
        C = np.zeros((len(pairs), 3 * n + 1))
        defect = np.zeros(len(pairs))
        for m, (i, j) in enumerate(pairs):
            C[m, i * n:(i + 1) * n] += X[j]
            C[m, j * n:(j + 1) * n] += X[i]
            defect[m] = X[i] @ X[j] - (1.0 if i == j else 0.0)
        C, g = C[:, keep], grad[keep]
        mult = np.linalg.lstsq(C.T, g, rcond=None)[0]
        for m, (i, j) in enumerate(pairs):
            hess[i * n:(i + 1) * n, j * n:(j + 1) * n] -= mult[m] * eye
            hess[j * n:(j + 1) * n, i * n:(i + 1) * n] -= mult[m] * eye
        Hk = hess[np.ix_(keep, keep)]
        kkt = np.block([[Hk, C.T], [C, np.zeros((len(pairs), len(pairs)))]])
        rhs = np.concatenate((-(g - C.T @ mult), -defect))
        step = np.linalg.solve(kkt, rhs)[:len(keep)]
        length = np.linalg.norm(step)
        full = np.zeros(3 * n + 1)
        full[keep] = step * min(1.0, 0.5 / max(length, 1e-300))
        X = X + full[:-1].reshape(3, n)
        theta = theta + full[-1]
        if length < 1e-9:
            break
    assert length < 1e-9, "Newton search did not converge"
    basis = null_space(C)
    curvature = np.linalg.eigvalsh(basis.T @ Hk @ basis)[0]
    return X, theta, curvature


def ci_matrix(val):
    return np.array([[val[0] + val[1], val[3]], [val[3], val[0] + val[2]]])


def solve_atom(grid):
    """Hartree-Fock, then 2p only, then the full MCHF problem."""
    K0, K1, K2 = grid.kernel
    h0, h1 = grid.h
    vec = np.linalg.eigh(h0)[1][:, :2]
    D = vec @ vec.T
    for _ in range(100):
        fock = h0 + np.diag(2 * K0 @ np.diag(D)) - D * K0
        vec = np.linalg.eigh(fock)[1][:, :2]
        D = 0.5 * D + 0.5 * vec @ vec.T
    u, v = vec[:, 0] * np.sign(vec[0, 0]), vec[:, 1] * np.sign(vec[0, 1])
    w = grid.vector(grid.r**2 * np.exp(-grid.r))
    val = derivatives(grid, np.array([u, v, w]), 0.0)[0]
    e_hf = val[0] + val[1]
    for _ in range(30):
        val = derivatives(grid, np.array([u, v, w]), 0.0)[0]
        c = np.linalg.eigh(ci_matrix(val))[1][:, 0]
        c = c * np.sign(c[0])
        direct = K0 @ (w * w) + 0.4 * K2 @ (w * w) + 2 * K0 @ (u * u)
        fock = (h1 + np.diag(direct) - u[:, None] * K1 * u / 3
                + c[0] / (c[1] * ROOT3) * v[:, None] * K1 * v)
        new = np.linalg.eigh(fock)[1][:, 0]
        w = w + new * np.sign(new @ w)
        w = w / np.linalg.norm(w)
    theta = np.arctan2(c[1], c[0])
    X_hf = np.array([u, v, w])
    X1, theta1, _ = newton(grid, X_hf, theta, (2,))
    e_frozen = derivatives(grid, X1, theta1)[1]
    X, theta, curvature = newton(grid, X1, theta1, (0, 1, 2))
    val, energy, _, _ = derivatives(grid, X, theta)
    return dict(e_hf=e_hf, e_frozen=e_frozen, e=energy, X=X, theta=theta,
                val=val, curvature=curvature, v_hf=v)


coarse = RadialGrid([0, 0.4, 1, 2, 3.5, 6, 10, 16, 23, 30], 12)
grid = RadialGrid([0, 0.4, 1, 2, 3.5, 6, 10, 16, 23, 31, 40], 15)

# Angular factors and kernels against three-dimensional Gaussian integrals.
probe = gto.M(atom="Be", verbose=0,
              basis={"Be": [[0, [0.5, 1.0]], [1, [0.4, 1.0]]]})
eri = probe.intor("int2e").reshape(4, 4, 4, 4)
gs = grid.vector(grid.r * np.exp(-0.5 * grid.r**2))
gp = grid.vector(grid.r**2 * np.exp(-0.4 * grid.r**2))
pp_3d = np.einsum("ijij->", eri[1:, 1:, 1:, 1:]) / 3
pp_radial = (grid.slater(0, gp, gp, gp, gp)
             + 0.4 * grid.slater(2, gp, gp, gp, gp))
sp_3d = sum(eri[0, i, 0, i] for i in (1, 2, 3)) / ROOT3
g1_probe = grid.slater(1, gs, gp, gs, gp)
angular_error = max(abs(pp_3d - pp_radial), abs(sp_3d - g1_probe / ROOT3),
                    abs(eri[0, 3, 0, 3] - g1_probe / 3),
                    abs(eri[0, 0, 3, 3] - grid.slater(0, gs, gs, gp, gp)))
assert angular_error < 1e-7

low = solve_atom(coarse)
res = solve_atom(grid)
E, E_HF = res["e"], res["e_hf"]
grid_change = abs(E - low["e"])
assert grid_change < 1e-7 and abs(E_HF - low["e_hf"]) < 1e-7
assert res["curvature"] > 0
assert E < res["e_frozen"] < E_HF

# The coefficients must also solve the two-by-two eigenvalue problem.
u, v, w = res["X"]
c1, c2 = np.cos(res["theta"]), np.sin(res["theta"])
H = ci_matrix(res["val"])
assert abs(np.linalg.eigvalsh(H)[0] - E) < 1e-9
assert c1 * c2 < 0 < H[0, 1]

# Coupled radial equations, written out explicitly.
K0, K1, K2 = grid.kernel
q, s = c1**2, c2**2
Fu = (grid.h[0] @ u
      + (K0 @ (u * u) + 2 * q * K0 @ (v * v) + 2 * s * K0 @ (w * w)) * u
      - q * (K0 @ (u * v)) * v - s / 3 * (K1 @ (u * w)) * w)
Fv = (grid.h[0] @ v + (K0 @ (v * v) + 2 * K0 @ (u * u)) * v
      - (K0 @ (u * v)) * u + c2 / (c1 * ROOT3) * (K1 @ (v * w)) * w)
Fw = (grid.h[1] @ w
      + (K0 @ (w * w) + 0.4 * K2 @ (w * w) + 2 * K0 @ (u * u)) * w
      - (K1 @ (u * w)) * u / 3 + c1 / (c2 * ROOT3) * (K1 @ (v * w)) * v)
e11, e12, e22, e21, e33 = u @ Fu, v @ Fu, v @ Fv, u @ Fv, w @ Fw
residual = max(np.linalg.norm(Fu - e11 * u - e12 * v),
               np.linalg.norm(Fv - e22 * v - e21 * u),
               np.linalg.norm(Fw - e33 * w))
assert residual < 1e-6
assert abs(e12 - q * e21) < 1e-6

kinetic = 2 * (u @ grid.kin[0] @ u + q * v @ grid.kin[0] @ v
               + s * w @ grid.kin[1] @ w)
virial = -(E - kinetic) / kinetic
assert abs(virial - 2) < 1e-6

# Independent road: Gaussian Hartree-Fock, CASSCF and valence-pair energy.
shells = [[0, [0.01 * 2.0**k, 1.0]] for k in range(27)]
shells += [[1, [0.02 * 2.0**k, 1.0]] for k in range(14)]
shells += [[2, [a, 1.0]] for a in (0.08, 0.2, 0.5, 1.25)]
atom = gto.M(atom="Be", basis={"Be": shells}, verbose=0)
ion = gto.M(atom="Be", charge=2, basis={"Be": shells}, verbose=0)
mf = scf.RHF(atom)
mf.conv_tol = 1e-11
mf.kernel()
mf_ion = scf.RHF(ion)
mf_ion.kernel()
cas = mcscf.CASSCF(mf, 4, 2)
cas.conv_tol = 1e-10
cas.max_cycle_macro = 100
cas.kernel(mf_ion.mo_coeff)      # compact 2s and 2p as starting orbitals
density = cas.fcisolver.make_rdm1(cas.ci, 4, 2)
occ_2s = np.linalg.eigvalsh(density)[-1]
# Gaussians miss the nuclear cusp slightly: a few microhartree, upward.
assert -1e-7 < mf.e_tot - E_HF < 5e-6
assert -1e-7 < cas.e_tot - E < 5e-6
assert abs(occ_2s - 2 * q) < 2e-4
# For two correlated electrons singles and doubles are complete.
pair = cc.CCSD(mf, frozen=1)
pair.kernel()
assert pair.converged
e_pair = pair.e_corr
assert e_pair < res["e_frozen"] - E_HF

e_corr = E_EXACT - E_HF
gain = E - E_HF
share = gain / e_corr
assert 0 < share < 1
EV = physical_constants["Hartree energy in eV"][0]


def show(label, value, digits=6, unit="hartree"):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Given exact energy", E_EXACT, 5)
show("Hartree-Fock energy", E_HF, 7)
show("Energy, 1s and 2s frozen at HF, 2p optimized", res["e_frozen"], 7)
show("MCHF energy", E, 7)
show("Posed MCHF energy", E_POSED, 5)
show("Computed minus posed", E - E_POSED, 7)
print(f"Change of MCHF energy with grid: {grid_change:.1e} hartree")
show("Gaussian Hartree-Fock energy", mf.e_tot, 7)
show("Gaussian CASSCF energy", cas.e_tot, 7)
show("I(1s)", u @ grid.h[0] @ u)
show("I(2s)", v @ grid.h[0] @ v)
show("I(2p)", w @ grid.h[1] @ w)
show("F0(1s,1s)", grid.slater(0, u, u, u, u))
show("F0(1s,2s)", grid.slater(0, u, u, v, v))
show("G0(1s,2s)", grid.slater(0, u, v, u, v))
show("F0(2s,2s)", grid.slater(0, v, v, v, v))
show("F0(1s,2p)", grid.slater(0, u, u, w, w))
show("G1(1s,2p)", grid.slater(1, u, w, u, w))
show("F0(2p,2p)", grid.slater(0, w, w, w, w))
show("F2(2p,2p)", grid.slater(2, w, w, w, w))
show("G1(2s,2p)", grid.slater(1, v, w, v, w))
show("E_core", res["val"][0])
show("H11", H[0, 0])
show("H22", H[1, 1])
show("H12", H[0, 1])
show("H11 minus Hartree-Fock energy", H[0, 0] - E_HF)
show("MCHF energy minus H11", E - H[0, 0])
show("c1", c1, 5, "")
show("c2", c2, 5, "")
show("Weight of 2s2, c1^2", q, 5, "")
show("Weight of 2p2, c2^2", s, 5, "")
show("Multiplier eps(1s,1s)", e11, 5)
show("Multiplier eps(2s,2s)", e22, 5)
show("Multiplier eps(2p,2p)", e33, 5)
show("Multiplier eps(1s,2s)", e12, 5)
show("Multiplier eps(2s,1s)", e21, 5)
show("Mean radius 2s, Hartree-Fock", res["v_hf"]**2 @ grid.r, 4, "bohr")
show("Mean radius 1s, MCHF", u**2 @ grid.r, 4, "bohr")
show("Mean radius 2s, MCHF", v**2 @ grid.r, 4, "bohr")
show("Mean radius 2p, MCHF", w**2 @ grid.r, 4, "bohr")
show("Virial ratio -V/T", virial, 7, "")
print(f"Largest radial-equation residual: {residual:.1e} hartree")
show("Correlation energy", e_corr, 5)
show("Recovered by MCHF", gain, 5)
show("Recovered by MCHF, converted", gain * EV, 3, "eV")
show("Recovered with 1s and 2s frozen", res["e_frozen"] - E_HF, 5)
show("Share recovered", 100 * share, 2, "percent")
show("Share from posed energy", 100 * (E_POSED - E_HF) / e_corr, 2, "percent")
show("Missing after MCHF", E_EXACT - E, 5)
show("Valence-pair correlation, frozen core, spd basis", e_pair, 5)
show("Correlation outside that valence pair", e_corr - e_pair, 5)
print("tests ok")
```

Running it gives:

```
Given exact energy: -14.66736 hartree
Hartree-Fock energy: -14.5730232 hartree
Energy, 1s and 2s frozen at HF, 2p optimized: -14.6160627 hartree
MCHF energy: -14.6168453 hartree
Posed MCHF energy: -14.61686 hartree
Computed minus posed: 0.0000147 hartree
Change of MCHF energy with grid: 6.1e-13 hartree
Gaussian Hartree-Fock energy: -14.5730231 hartree
Gaussian CASSCF energy: -14.6168452 hartree
I(1s): -7.945860 hartree
I(2s): -1.607195 hartree
I(2p): -1.488551 hartree
F0(1s,1s): 2.281574 hartree
F0(1s,2s): 0.486158 hartree
G0(1s,2s): 0.022027 hartree
F0(2s,2s): 0.351622 hartree
F0(1s,2p): 0.491891 hartree
G1(1s,2p): 0.028056 hartree
F0(2p,2p): 0.362601 hartree
F2(2p,2p): 0.178140 hartree
G1(2s,2p): 0.234642 hartree
E_core: -13.610147 hartree
H11: -14.572335 hartree
H22: -14.204532 hartree
H12: 0.135470 hartree
H11 minus Hartree-Fock energy: 0.000688 hartree
MCHF energy minus H11: -0.044510 hartree
c1: 0.95003
c2: -0.31215
Weight of 2s2, c1^2: 0.90257
Weight of 2p2, c2^2: 0.09743
Multiplier eps(1s,1s): -4.71164 hartree
Multiplier eps(2s,2s): -0.34979 hartree
Multiplier eps(2p,2p): -0.49258 hartree
Multiplier eps(1s,2s): 0.05559 hartree
Multiplier eps(2s,1s): 0.06159 hartree
Mean radius 2s, Hartree-Fock: 2.6494 bohr
Mean radius 1s, MCHF: 0.4129 bohr
Mean radius 2s, MCHF: 2.5821 bohr
Mean radius 2p, MCHF: 2.4984 bohr
Virial ratio -V/T: 2.0000000
Largest radial-equation residual: 4.5e-13 hartree
Correlation energy: -0.09434 hartree
Recovered by MCHF: -0.04382 hartree
Recovered by MCHF, converted: -1.192 eV
Recovered with 1s and 2s frozen: -0.04304 hartree
Share recovered: 46.45 percent
Share from posed energy: 46.47 percent
Missing after MCHF: -0.05051 hartree
Valence-pair correlation, frozen core, spd basis: -0.04592 hartree
Correlation outside that valence pair: -0.04842 hartree
tests ok
```
